# Why approximate functionals share electrons between distant fragments in a field

Two neutral atoms stand ten nanometres apart, and a uniform electric field along the line joining them pulls electrons from the first atom, A, towards the second, B. In a weak field each atom should stay neutral and merely polarize. When the field is strong enough to pay for an ionization, one whole electron should cross. A calculation with the local density approximation (LDA) gives something else: a fraction of an electron moves, and the fraction grows smoothly with the field. The atoms are too far apart to share an electron in a bond, so the fault must lie in how the energy depends on charge.

## The energy of a transferred charge

Let \(q\) be the mean number of electrons moved from A to B, \(R\) the separation, \(F\) the field strength and \(V=FR\) the bias. Positive \(V\) lowers the energy of an electron at B by \(eV\) relative to A, with \(e>0\). Write \(k=e^2/(4\pi\varepsilon_0)\). The total electron number is fixed, the temperature is zero, and tunnelling is at first neglected. Polarization of each atom by the field and by the other atom's charge is also left out; its size is checked below.

In a strict sense a uniform field has no ground state, since an electron can escape to infinity. "Ground state" here means the lowest state with the electrons held on the two atoms.

If \(E(q)\) is the pair energy without the bias, measured from the neutral pair, the quantity to minimize is

\[
G(q;V)=E(q)-eVq,\qquad E(0)=0 .
\]

For one whole electron, A pays its ionization energy \(I_A\), B returns its electron affinity \(A_B\), and the resulting ions attract:

\[
E(1)=I_A-A_B-\frac{k}{R}\equiv eV^* .
\]

The neutral and ionic pairs have equal energy at \(V=V^*\). What happens between them depends on the shape of \(E(q)\) for \(0<q<1\).

## When a fraction has the lowest energy

Split the curve into its chord and a remainder:

\[
E(q)=eV^*q+D(q),\qquad D(0)=D(1)=0 .
\]

Then \(G=e(V^*-V)q+D(q)\). Suppose \(D\) is negative somewhere. At \(V=V^*\) the linear term vanishes, both integers give \(G=0\), and some fraction gives \(G<0\). The minimum is fractional there and, by continuity, over a range of bias around \(V^*\).

Suppose instead that \(D\ge0\) everywhere. Then

\[
G(q;V)\ge e(V^*-V)q\ge \min\{0,\;e(V^*-V)\},
\]

because a linear function on an interval is smallest at an end. The right side is the lower of the two integer energies, so no fraction can beat both integers.

Fractional transfer therefore occurs over a range of bias if and only if \(E(q)\) dips below its chord. A strictly convex curve does so, which makes convexity a sufficient cause. It is not a necessary one: a curve may be concave near its ends and still dip in the middle, as the LDA curve below does.

## A solvable model

Let the fragment energies agree with their integer values but sag parabolically in between, with curvatures \(C_A\) and \(C_B\):

\[
\Delta E_A=I_Aq-\frac{C_A}{2}q(1-q),\qquad
\Delta E_B=-A_Bq-\frac{C_B}{2}q(1-q).
\]

A density functional sees net charges \(+qe\) and \(-qe\) on the two atoms, whose attraction is \(-kq^2/R\). With \(C=C_A+C_B\),

\[
E(q)=(I_A-A_B)q-\frac C2q(1-q)-\frac{k}{R}q^2 .
\]

Substituting \(q^2=q-q(1-q)\) in the last term collects the linear part into the chord:

\[
E(q)=eV^*q-\frac{\kappa}{2}q(1-q),\qquad \kappa=C-\frac{2k}{R}.
\]

For \(\kappa>0\), setting \(dG/dq=0\) gives

\[
eV^*-\frac{\kappa}{2}+\kappa q-eV=0
\quad\Longrightarrow\quad
q=\frac12+\frac{e(V-V^*)}{\kappa}.
\]

This holds while \(0\le q\le1\), that is, for \(|e(V-V^*)|\le\kappa/2\). The true step at \(V^*\) has become a ramp of width \(\kappa/e\), centred on it. The integer energies are untouched; the whole error comes from the path between them.

The limits show what each term does. As \(\kappa\to0^+\), the ramp steepens into a step. For \(\kappa<0\), the stationary point is a maximum and the charge jumps from 0 to 1. The Coulomb attraction thus works against the spurious sharing, but it fades as \(1/R\), whereas \(C\) belongs to the separate fragments. Distance does not cure the error.

The ramp begins at \(eV=I_A-A_B-C/2\), independently of \(R\). If \(C/2>I_A-A_B\), charge is transferred even at zero field, and as \(R\to\infty\) it tends to

\[
q(V=0)\to\frac12-\frac{I_A-A_B}{C}.
\]

## Level alignment and the equal-area rule

The orbital picture says the same thing. Let \(f\) be the occupation of the active orbital. When \(f\) changes, a self-consistent energy has no first-order contribution from the change in the orbitals, because it is stationary with respect to them. What remains is \(\partial E/\partial f=\varepsilon\), the orbital energy. Removing charge from A and adding it to B gives

\[
\frac{dE}{dq}=\varepsilon_B-\varepsilon_A-\frac{2kq}{R},
\]

where \(\varepsilon_A\) and \(\varepsilon_B\) belong to the isolated, fractionally charged fragments. The condition \(dE/dq=eV\) says that the two levels align once the bias and the ionic potentials are included. On a convex curve, A's level sinks as it loses charge and B's rises as it gains charge, so the flow stops itself at a fraction.

For a curve that is not parabolic the ramp need not be symmetric, but one property survives. Let \(G_{\min}(V)\) be the minimum over \(q\). Since \(V\) enters \(G\) explicitly only through \(-eVq\), \(dG_{\min}/d(eV)=-q(V)\). Integrate from a bias \(V_a\) below the ramp, where \(G_{\min}=0\), to \(V_b\) above it, where \(G_{\min}=e(V^*-V_b)\):

\[
\int_{V_a}^{V_b}q(V)\,dV=V_b-V^* .
\]

A sharp step at \(V^*\) has the same area. The approximation smears the step while preserving the area set by its own integer energies. If those are in error, the centre of the ramp is shifted as well.

## Where the dip comes from

Consider an active orbital with occupation \(f\), alone in its region of space within its spin channel. Keep its shape fixed. Its Hartree self-repulsion is \(Jf^2/2\), where \(J\) is the Coulomb self-repulsion integral of the full orbital density. Local exchange is an integral of density to the power \(4/3\), hence \(-Xf^{4/3}\) with \(X>0\). Other terms linear in \(f\) do not affect the departure from the chord. If the two self-terms cancel at \(f=1\), then \(X=J/2\) and

\[
E_{\rm self}(f)=\frac J2\left(f^2-f^{4/3}\right).
\]

This vanishes at both integers and is negative between them, because \(f^2<f^{4/3}\) for \(0<f<1\). Local exchange can cancel the self-repulsion of a whole electron and still overcorrect that of a fraction.

The second derivative is

\[
\frac{d^2E_{\rm self}}{df^2}=J\left(1-\frac29f^{-2/3}\right),
\]

which is negative for \(f<(2/9)^{3/2}\approx0.10\). The curve begins concave and then becomes convex. This estimate omits correlation and orbital relaxation, and it overstates the concave range: for the hydrogen atom treated below, the LDA curve turns convex near \(f\approx0.03\). It still shows why the dip is a safer criterion than convexity at every point.

Hartree-Fock theory behaves differently. Its exchange self-energy is \(-Jf^2/2\), which cancels the Hartree self-term at every \(f\). With one active orbital per fragment and fixed orbitals, the fragment energy is linear in \(f\). Minimizing over orbitals takes the lowest of a family of straight lines, and such a minimum is concave. Adding \(-kq^2/R\), also concave, leaves the pair curve on or above its chord. Hartree-Fock transfers integers here, though at biases set by its own approximate integer energies.

## One delocalized orbital is enough

Fractional occupations are not needed to produce the LDA result. Let \(a\) and \(b\) be real active orbitals on A and B without overlap, and occupy fully the single orbital

\[
\chi=\sqrt{1-q}\,a+\sqrt q\,b .
\]

Its density is \((1-q)a^2+qb^2\), since the product \(ab\) vanishes. The kinetic cross term vanishes too. LDA therefore assigns \(\chi\) the same energy as fractional occupations, and an ordinary determinant can slide continuously down into the dip.

Hartree-Fock distinguishes the two descriptions. Fractional occupations leave a repulsion \(q(1-q)k/R\) between the part of the electron on A and the part on B, because the exchange integral between separated orbitals is zero. In \(\chi\) the two parts belong to one electron, and exchange removes this repulsion. The interionic term becomes

\[
-\frac{k}{R}q^2-\frac{k}{R}q(1-q)=-\frac{k}{R}q ,
\]

which is linear in \(q\).

## The exact line and the staircase

In the exact problem without tunnelling, the number \(n\) of electrons transferred is a conserved integer. Let \(\mathcal E_n\) be the lowest energy for each \(n\), with \(\mathcal E_0=0\). A state with mean transfer \(q\) is a superposition or mixture with weights \(w_n\). Since the Hamiltonian does not connect different \(n\), its energy is at least

\[
\sum_n w_n\mathcal E_n,\qquad \sum_nw_n=1,\qquad \sum_n n\,w_n=q .
\]

Assume that the integer energies are convex, meaning that \(\mathcal E_{n+1}-\mathcal E_n\) increases with \(n\). For \(m\le q\le m+1\), let \(L(n)\) be the straight line through the energies at \(m\) and \(m+1\). Convexity gives \(\mathcal E_n\ge L(n)\) at every integer, so

\[
\sum_nw_n\mathcal E_n\ge\sum_nw_nL(n)=L(q).
\]

Mixing only \(m\) and \(m+1\) reaches this bound. Hence

\[
E(q)=(m+1-q)\mathcal E_m+(q-m)\mathcal E_{m+1}.
\]

Between 0 and 1 this is \(E(q)=q\mathcal E_1\), with Coulomb part \(-qk/R\). The hole on A and the extra electron on B occur together: with probability \(q\) both are present and attract fully. The product \(-q^2k/R\) would treat them as independent.

With bias, the slope of \(G\) on each segment is constant, so the minimum sits at an integer except where a slope vanishes. The step from \(n-1\) to \(n\), for \(n\ge1\), lies at

\[
eV_n=\mathcal E_n-\mathcal E_{n-1}
=I_A^{(n)}-A_B^{(n)}-(2n-1)\frac{k}{R},
\]

where \(I_A^{(n)}\) is the \(n\)th ionization energy of A, \(A_B^{(n)}\) the \(n\)th affinity of B, and \(n^2-(n-1)^2=2n-1\). The kinks of \(E(q)\) at integers make the plateaus: charge \(n\) is stable for \(V_n<V<V_{n+1}\). If the integer energies were not convex, some plateaus would be skipped, but the transfers would still be whole numbers.

Weak tunnelling rounds the steps. Near \(V^*\), keep the neutral and ionic states, joined by a matrix element \(-t\) with \(t>0\), and set \(x=e(V-V^*)\):

\[
H=\begin{pmatrix}0&-t\\-t&-x\end{pmatrix},\qquad
E_-=-\frac x2-\frac12\sqrt{x^2+4t^2}.
\]

The transferred charge is \(q=-dE_-/dx\), so

\[
q=\frac12\left(1+\frac{x}{\sqrt{x^2+4t^2}}\right).
\]

A fractional mean charge is therefore legitimate within an energy window of order \(t\) around the step. It vanishes with the coupling. The spurious ramp has width \(\kappa\) and remains when \(t\to0\).

## Lithium and hydrogen

Take lithium as A and hydrogen as B at \(R=10\) nm, where \(k/R=0.144\) eV. The orbital basis is def2-TZVP on lithium and aug-cc-pVDZ on hydrogen. Spin-polarized LDA, with VWN correlation, gives \(I_A=5.471\) eV and \(A_B=0.899\) eV, hence

\[
eV^*=5.471-0.899-0.144=4.428\ \text{eV}.
\]

The dips at half occupation define effective curvatures of 4.396 eV for lithium and 5.634 eV for hydrogen. Their sum is \(C=10.030\) eV, and \(\kappa=10.030-0.288=9.742\) eV. At \(V=3.0\) V the model predicts

\[
q=0.5+\frac{3.000-4.428}{9.742}=0.353 .
\]

The actual LDA fragment curves give 0.347, and so does an LDA calculation on both atoms together in the field of 0.30 V/nm. This agreement checks the neglect of mutual polarization. In the two-atom calculation, a state with \(q=0.297\), slightly off the minimum, already lies 0.615 eV below the neutral state, while the fully ionic state lies 1.429 eV above it.

The LDA ramp runs from about \(-0.18\) V to 8.3 V, against \(-0.44\) V to 9.30 V in the parabolic model. The negative onset means that 0.061 electron is transferred at zero field. These two numbers are sensitive to details: a larger basis (aug-cc-pVQZ on hydrogen) gives \(-0.20\) V and 0.063, and PW92 correlation in that basis gives about \(-0.10\) V and 0.057. The ramp also starts with a jump to \(q\approx0.04\) and ends with a jump from \(q\approx0.94\), the marks of concave ends. On hydrogen, \(dE/dq\) first falls from \(-2.702\) eV at \(q=0\) to \(-3.476\) eV at the sampled point \(q=0.017\), and later rises.

At \(q=0\) the pair slope is \(3.162-2.702=0.460\) eV, which is positive. The neutral solution at zero field is thus a local minimum, although a fractional one lies lower. The minimum is very shallow: the barrier is about 0.2 meV, at \(q\approx0.002\), and the fractional minimum lies about 9 meV below the neutral pair. A self-consistent calculation may find either, depending on its start and on the algorithm that seeks the minimum. Despite the asymmetric ramp, the area rule returns a step at 4.428 V.

Hartree-Fock gives the opposite sign of deviation. In this basis, its pair energy at \(q=1/2\) lies 0.090 eV above the chord, whereas the LDA energy lies 1.218 eV below. Of the 0.090 eV, \(k/(4R)=0.036\) eV is the interionic term; the remaining 0.054 eV comes from orbital relaxation, almost all of it on hydrogen. The Hartree-Fock anion lies above the neutral atom, so this part depends on the basis: it falls to 0.034 eV in aug-cc-pVQZ and to 0.003 eV with one more diffuse s function, while keeping its sign.

For the exact staircase, the two valence electrons were treated by full diagonalization with the lithium 1s core frozen. This is exact only within that core and basis. Separate fragment energies predict the upper step at

\[
5.341-0.672-0.144=4.525\ \text{V}
\]

when each energy is divided by \(e\). The diagonalized pair steps at 4.526 V. With more diffuse functions the hydrogen affinity rises to 0.739 eV and the predicted step moves to about 4.46 V. At 3.0 V the pair transfers no electron, and at 5.0 V it transfers one; LDA gives 0.347 and about 0.54.

A reversed field moves an electron from hydrogen to lithium. The energy cost is \(I_{\rm H}-A_{\rm Li}-k/R\), which puts this step at \(-13.045\) V; the pair calculation finds \(-13.050\) V. The plateaus are \(-1\), 0 and \(+1\). The lithium basis lacks diffuse functions and describes the anion poorly, with an affinity of 0.398 eV and a polarizability of about 94 atomic units. With diffuse functions these become 0.608 eV and about 800 atomic units; the formula then gives \(-12.85\) V, and polarization moves the step by a further 0.06 V towards zero. The close agreement above therefore holds for this basis only. The ionic plateaus also rely on the electrons being held on the atoms: a zero-range tunnelling estimate gives a free H\(^-\) a lifetime of order \(10^{-10}\) s at 0.45 V/nm and a free Li\(^-\) one of order \(10^{-13}\) s at 1.3 V/nm.

The straight line can be recovered from the diagonalized ground energy through

\[
E(q)=\max_V\{G_{\min}(V)+eVq\}.
\]

This inversion applies because the exact energy at fixed mean charge, mixtures included, is convex. At \(q=0.25,0.50,0.75\) it gives 1.130, 2.261 and 3.392 eV, within about 0.002 eV of the chord built from the separate fragments. The inversion is strict for a bias that acts on the transferred charge alone; here the field also polarizes the atoms, which lowers the recovered values slightly.

One limitation affects the LDA numbers. At \(q=1\) the active hydrogen level is at \(+1.726\) eV, and it is already positive beyond \(q\approx0.65\), so about the last third of the electron is unbound and held only by the finite basis. The upper end of the ramp, the LDA affinity that enters \(V^*\), and the effective curvature of hydrogen all depend on that confinement. Going to aug-cc-pVQZ on hydrogen, and then adding one more diffuse s function, moves the affinity to 0.928 and 0.962 eV, \(V^*\) to 4.40 and 4.37 V, the hydrogen curvature to 5.60 and 5.47 eV, and the end of the ramp to 8.2 and 8.0 V. The middle of the ramp is stable: \(q\) at 3.0 V becomes 0.348, and the polarizability below changes by less than one per cent.

## The false polarizability

The transferred charge produces a dipole \(eqR\) along the field. Since \(V=FR\) and, on a smooth part of the ramp, \(dq/d(eV)=1/E''(q)\), its contribution to the polarizability is

\[
\alpha_{\rm tr}=eR\frac{dq}{dF}=eR^2\frac{dq}{dV}=\frac{e^2R^2}{E''(q)} .
\]

In the parabolic model \(E''=\kappa\), which tends to the constant \(C\), so at a fixed bias on the ramp \(\alpha_{\rm tr}\) grows as \(R^2\) at large distance. At a fixed non-zero field the bias \(FR\) grows too, and the pair eventually leaves the ramp. On an exact plateau, \(dq/dF=0\) and only the ordinary polarization of the atoms remains.

In the two-atom LDA calculation, \(q\) rises from 0.3467 at 3.0 V to 0.3936 at 3.5 V. Thus \(dq/dV=0.0469/0.5=0.094\) V\(^{-1}\), and

\[
\alpha_{\rm tr}\approx1.50\times10^{-36}\ \text{C m}^2\,\text{V}^{-1}.
\]

At 5 nm the value is \(3.86\times10^{-37}\) in the same unit. The ratio is 3.89 rather than 4 because \(\kappa\) still contains \(2k/R\): the model gives \(4(10.030-0.576)/9.742=3.88\).

This scaling offers a practical diagnosis. If a polarizability computed at zero temperature and without occupation smearing, at zero field or at another fixed bias, keeps growing as the square of the distance between uncoupled fragments, charge is sliding along a ramp. The condition matters: thermal mixing of two exact integer states gives \(e^2R^2q(1-q)/(k_BT)\), which also grows as \(R^2\) near a step although no dip is present. Correcting the fragments' integer energies alone would move the ramp's centre but leave its width. Restoring the staircase requires removing the dip, and matching the exact energy at every mean charge requires the straight line itself.

## Table of computed values

```
distance R = 10.0 nm; k/R = 0.1440 eV
LDA atoms, slope dE/dq in eV at q = 0, 0.5, 1:
  Li: 3.162, 5.584, 6.509
  H: -2.702, -0.823, 1.726
  lowest sampled H slope -3.476 eV at q = 0.017
LDA I(Li) = 5.471 eV, A(H) = 0.899 eV
effective curvature C: Li 4.396 eV, H 5.634 eV
LDA pair energy minus chord at q=0.5: -1.218 eV
HF pair energy minus chord at q=0.5: 0.090 eV
LDA ramp starts at -0.179 V, jump to q = 0.036
LDA ramp ends at 8.325 V, jump from q = 0.939
step from LDA integer energies: 4.428 V
step from equal-area rule: 4.428 V
parabolic model at 3.0 V: q = 0.353
R=10 nm, V=3.0 V: q two-atom LDA 0.3467, fragments 0.3465
R=10 nm, V=3.5 V: q two-atom LDA 0.3936, fragments 0.3932
R=5 nm, V=3.0 V: q two-atom LDA 0.3562, fragments 0.3563
R=5 nm, V=3.5 V: q two-atom LDA 0.4044, fragments 0.4042
field at 3.0 V and 10 nm: 0.30 V/nm
two-atom LDA at 3.0 V, q=0.297: energy minus neutral -0.615 eV
  ionic minus neutral 1.429 eV
spurious polarizability at 5 nm: 3.864e-37 C m^2/V
spurious polarizability at 10 nm: 1.502e-36 C m^2/V
  ratio 10 nm to 5 nm: 3.888
determinant minus fractional occupation, LDA: 0.0e+00 eV
  same, HF: -0.03005 eV; -q(1-q)k/R = -0.03004 eV
valence CI: I(Li) 5.341, A(H) 0.672, I(H) 13.588, A(Li) 0.398 eV
CI upper step: found 4.526 V, formula 4.525 V
CI lower step: found -13.050 V, formula -13.045 V
bias in V: electrons moved, LDA (V >= 0 only) and CI
   -16.0:   -    -1.000
    -6.0:   -    -0.000
     0.0: 0.061  -0.000
     1.0: 0.161  0.000
     3.0: 0.347  0.000
     3.5: 0.393  0.000
     5.0: 0.537  1.000
     7.0: 0.749  1.000
CI energy at mean q = 0.25, 0.50, 0.75 in eV, then chord:
  1.130, 2.261, 3.392; 1.131, 2.262, 3.394
```
